# Why Space Charge Lowers the Voltage Just After Townsend Ignition

Take a gas gap of width $d$ in which the ionization coefficient, the number of ionizing collisions per electron and unit length, is $\alpha(E)=kE^2$. Suppose that a discharge sustains itself when $\int_0^d\alpha\,dx$ has a fixed value $L$. With a uniform field this happens at $E_T$, where $kE_T^2d=L$.

Now let space charge raise the field by $\delta$ in one half of the gap and lower it by $\delta$ in the other. If the voltage is held fixed, the mean field is still $E_T$, but

$$
\int_0^d\alpha\,dx=\frac{kd}{2}\left[(E_T+\delta)^2+(E_T-\delta)^2\right]
=kd(E_T^2+\delta^2)>L .
$$

The strong half gains more ionization than the weak half loses. To bring the integral back to $L$ with the same $\delta$, the mean field $\bar E$ must satisfy $\bar E^2+\delta^2=E_T^2$. The voltage is then $d\sqrt{E_T^2-\delta^2}$, below its ignition value.

So distortion increases integrated ionization at fixed voltage. In the steady state the integral does not increase; the voltage falls instead. What remains is to justify the fixed integral, to find which gases and gaps are convex, and to calculate $\delta$ from the current.

## The condition that fixes the integral

Let the cathode be at $x=0$ and the anode at $x=d$, and let $E(x)>0$ be the magnitude of the field, which points toward the cathode. The model is one-dimensional and steady, with drift but no diffusion or recombination. Ionization depends on the local field, and each ion reaching the cathode releases $\gamma$ electrons on average, with $\gamma$ constant.

Write $j_e$ and $j_i$ for the magnitudes of the electron and ion current densities. Their sum $j$ is independent of $x$. Electrons multiply toward the anode:

$$
\frac{dj_e}{dx}=\alpha(E)\,j_e
\quad\Rightarrow\quad
\ln\frac{j_e(d)}{j_e(0)}=\int_0^d\alpha\,dx .
$$

No ions enter from the anode, so $j_e(d)=j$. At the cathode $j_e(0)=\gamma j_i(0)=\gamma[j-j_e(0)]$, hence $j_e(0)=\gamma j/(1+\gamma)$. Therefore

$$
\int_0^d\alpha(E)\,dx=\ln\frac{1+\gamma}{\gamma}\equiv L .
$$

This holds for any field profile within the model. At vanishing current the field is uniform, so ignition occurs at $\alpha(E_T)d=L$ and $V_T=E_Td$.

## Convexity turns distortion into a lower voltage

A strictly convex function lies above each of its tangents except at the point of contact. Use the tangent at $E_T$, with $\alpha_T$ and $\alpha_T'$ the values there:

$$
\alpha(E)\ge\alpha_T+\alpha_T'(E-E_T).
$$

Integrate across the gap. The left side gives $L$, and $\int E\,dx=V$, so

$$
L\ge \alpha_Td+\alpha_T'(V-V_T)=L+\alpha_T'(V-V_T).
$$

Since $\alpha_T'>0$, it follows that $V\le V_T$, with strict inequality for a nonuniform field. If $\alpha$ were linear in $E$, the inequality would become an equality: the field could be distorted without any change of voltage. Distortion alone is thus not enough; curvature is needed.

The causal order shows in a thought experiment. Freeze the space charge of a steady discharge and add a uniform field $(V_T-V)/d$. Poisson's equation remains satisfied, because a uniform field has no divergence, and the voltage is now $V_T$. One electron leaving the cathode produces $\exp(\int\alpha\,dx)-1$ ions, which release

$$
M=\gamma\left[\exp\left(\int_0^d\alpha\,dx\right)-1\right]
$$

new electrons. In the steady state $M=1$. In the raised field the tangent inequality gives $\int\alpha\,dx>L$, so $M>1$: each generation more than replaces itself. Removing the added voltage restores balance.

## Where a gas is convex

A common form at gas pressure $p$ is $\alpha=Ap\,e^{-Bp/E}$. Its derivatives are

$$
\alpha'=\alpha\frac{Bp}{E^2},\qquad
\alpha''=\alpha\left[\frac{(Bp)^2}{E^4}-\frac{2Bp}{E^3}\right]
=\alpha\frac{Bp}{E^4}(Bp-2E).
$$

It is convex for $E<Bp/2$. Define $b=Bp/E_T$. The ignition condition $Apd\,e^{-b}=L$ gives

$$
b=\ln\frac{Apd}{L},\qquad V_T=\frac{Bpd}{b}.
$$

Because $db/d(pd)=1/(pd)$, the derivative of $V_T$ with respect to $pd$ is $B(b-1)/b^2$. The Paschen minimum is at $b=1$, or $pd=eL/A$. The convexity edge is at $b=2$, or $pd=e^2L/A$, larger by a factor $e$. Being on the right-hand branch of the Paschen curve is therefore not sufficient.

The tangent argument reaches somewhat beyond the inflection when $b>2$. Above $Bp/2$, the difference between $\alpha$ and the tangent at $E_T$ is concave. It starts positive and eventually becomes negative, so it crosses zero once, at a field $E^*$. The result $V<V_T$ holds for a nonuniform profile that stays below $E^*$.

Above $E^*$ it can fail. Put a small fraction $w$ of the gap at $E_h>E^*$ and adjust the uniform field elsewhere to keep the integral at $L$. To first order in $w$,

$$
\frac{V-V_T}{d}=w\left[E_h-E_T-\frac{\alpha(E_h)-\alpha_T}{\alpha_T'}\right]>0,
$$

because $\alpha(E_h)$ lies below the tangent. This is a trial profile, not one obtained from the discharge equations; it shows the limit of the inequality.

## How current distorts the field

Let $v_i$ and $v_e$ be the ion and electron drift speeds, and $f=j_e/j$. The charge density is $j_i/v_i-j_e/v_e$. As the field points toward negative $x$, Gauss's law reads

$$
\frac{dE}{dx}=-\frac{j}{\varepsilon_0}\left[\frac{1-f}{v_i}-\frac{f}{v_e}\right],
\qquad f(x)=\exp\left(-\int_x^d\alpha\,dx'\right).
$$

Slow ions dominate the charge over most of the gap, and the field rises toward the cathode.

For small $j$, evaluate the right side in the ignition field. With $\xi=x/d$, $f=e^{-L(1-\xi)}$. Set $r=v_i/v_e$ and $\Delta=jd/(\varepsilon_0v_i)$, both at $E_T$. Then

$$
\frac{dE}{d\xi}=-\Delta\left[1-(1+r)e^{-L(1-\xi)}\right].
$$

Integration gives

$$
\delta E=E-E_T=-\Delta(g-\langle g\rangle),\qquad
g=\xi-(1+r)h,\qquad h=\frac{e^{-L(1-\xi)}}{L}.
$$

Angle brackets denote an average over the gap. The constant is fixed by expanding $\int\alpha\,dx=L$ to first order: $\alpha_T'\int\delta E\,dx=0$. There is thus no voltage change linear in $j$.

At second order,

$$
\alpha_T'\int_0^d\delta E\,dx+\frac{\alpha_T''}{2}\int_0^d\delta E^2dx=0 .
$$

The first integral is $V-V_T$. The second needs only the first-order field and equals $d\Delta^2S$, where $S=\langle g^2\rangle-\langle g\rangle^2$. From the derivatives above, $\alpha_T''/\alpha_T'=(b-2)/E_T$. Hence, to leading order,

$$
V-V_T=-\frac{\alpha_T''}{2\alpha_T'}\,d\Delta^2S
=-V_T\,\frac{b-2}{2}\left(\frac{\Delta}{E_T}\right)^2S .
$$

The ion speed enters through its value at $E_T$, not its slope. For $b>2$ the voltage falls from the start; for $b<2$ it first rises; at $b=2$ the quadratic term vanishes.

To evaluate $S$, put $q=e^{-L}$. Direct integration, by parts for the last average, gives

$$
\langle h\rangle=\frac{1-q}{L^2},\quad
\langle h^2\rangle=\frac{1-q^2}{2L^3},\quad
\langle\xi h\rangle=\frac1{L^2}-\frac{1-q}{L^3}.
$$

Since $\langle\xi\rangle=1/2$ and $\xi$ has variance $1/12$,

$$
S=\frac1{12}-2(1+r)\left[\langle\xi h\rangle-\frac{\langle h\rangle}{2}\right]
+(1+r)^2\left[\langle h^2\rangle-\langle h\rangle^2\right].
$$

For large $L$, $S$ tends to $1/12$: electrons carry much of the current only in a thin layer at the anode, and the field is nearly linear elsewhere.

## A nitrogen gap

Consider rough values for cold nitrogen: $p=4$ Torr, $d=1.5$ cm, $\gamma=0.01$, $A=12$ /(cm Torr) and $B=342$ V/(cm Torr). Take $v=\mu E$ for both carriers, with $\mu_i=250$ and $\mu_e=10^5$ cm²/(V s).

Then $L=\ln101=4.615$ and $b=\ln(72/4.615)=2.747$. The ignition field is $1368/2.747=498$ V/cm, and $V_T=747$ V. The product $pd=6$ Torr cm lies above the convexity edge at 2.84 Torr cm; the Paschen minimum is at 1.05 Torr cm.

The distortion is $\Delta/E_T=j/j_*$, where

$$
j_*=\frac{\varepsilon_0\mu_iE_T^2}{d}=3.66\ \mu\mathrm{A/cm^2}.
$$

With $S=0.0589$, the leading voltage change is

$$
-\frac{747\times0.747\times0.0589}{2\times3.66^2}
=-1.23\ \mathrm{V}
$$

at 1 µA/cm², growing as $j^2$.

For finite current, the nonlinear equations were integrated from the anode by an adaptive Runge–Kutta method. The anode field was adjusted until the ionization integral equalled $L$. In the table, "law" is the quadratic formula, $E_c$ and $E_a$ are the cathode and anode fields, and $M$ is the reproduction number with the charge frozen and the voltage raised to $V_T$.

| $j$ (µA/cm²) | drop (V) | law (V) | $E_c/p$ | $E_a/p$ | $M$ |
|---:|---:|---:|---:|---:|---:|
| 0.5 | 0.29 | 0.31 | 132 | 119 | 1.005 |
| 1 | 1.09 | 1.23 | 139 | 114 | 1.019 |
| 2 | 3.86 | 4.91 | 151 | 104 | 1.067 |
| 3 | 7.72 | 11.06 | 162 | 96 | 1.135 |
| 4 | 12.19 | 19.66 | 171 | 90 | 1.215 |

Reduced fields are in V/(cm Torr). At 4 µA/cm² the voltage is 735 V, a fall of 1.6% from ignition. Restoring 747 V without changing the charge would make each electron generation 21.5% larger than the last.

The cathode field at the largest current, 170.9 V/(cm Torr), is just below the inflection at 171.0, so these profiles remain in the convex range. The tangent condition would extend to 330 V/(cm Torr). The quadratic law exceeds the computed drop by about 7% at the smallest current and by 61% at the largest. Higher orders therefore weaken the fall here, though these numbers do not separate their causes.

A control isolates curvature. At 1 µA/cm², replacing $\alpha$ by its tangent at $E_T$ still leaves the cathode field 1.22 times the anode field, but the computed voltage stays at $V_T$ within numerical error.

## A competing cause: the cathode yield

If the yield depends on the cathode field, a linear voltage term appears. Let $\gamma\propto E_c^m$, with $\gamma$ below denoting its value at $E_T$. Since $dL=-d\gamma/[\gamma(1+\gamma)]$, the ionization condition becomes, to first order,

$$
\alpha_T'(V-V_T)=-\frac{m}{1+\gamma}\frac{E_c-E_T}{E_T}.
$$

The cathode field changes through distortion and through the shift of the mean field:

$$
E_c-E_T=\Delta C+\frac{V-V_T}{d},\qquad C=\langle g\rangle-g(0).
$$

Insert this and $\alpha_T'=\alpha_Tb/E_T$, multiply by $(1+\gamma)E_T$, and collect $V-V_T$:

$$
V-V_T=-\frac{m\Delta C}{(1+\gamma)\alpha_Tb+m/d}.
$$

Here $C=0.456$ and $\alpha_T=3.08$ /cm. For the trial value $m=1$, the initial slope is $-6.7$ V per µA/cm². At 4 µA/cm² the nonlinear solution then gives a total drop of 30.6 V, compared with 12.2 V at constant yield. Convexity contributes a fall, but it need not be the larger contribution. Within this model, a nonzero initial slope points to something other than convexity with constant $\gamma$.

## What this says about a real discharge

The pressure lies in the range used for dc plasma nitriding, but the gap is short, and working current densities, of order 1 mA/cm², are some 250 times the largest in the table. Workpieces are also hot, roughly 800 K. If the gas across the whole gap were equally hot, its density at fixed pressure would fall to about $300/800$ of its cold value. The effective $pd$ would be near 2.3 Torr cm, below the convexity edge, and with the same coefficients and constant $\gamma=0.01$ the quadratic term would reverse sign. This depends on the yield: for $\gamma=0.05$ the edge lies at 1.87 Torr cm and the sign is unchanged. Terms linear in $j$, such as that from a field-dependent yield, come on top of this.

Other simplifications affect even the cold gap, though not all of them appreciably. The following sizes are for 4 µA/cm²:

- **Gas heating.** If all electrical power heats the gas, evenly across the gap, between walls at 300 K, the mean rise is $jVd/(12\kappa)=1.4$ K for a conductivity $\kappa=2.6\times10^{-4}$ W/(cm K). The lower density reduces the voltage by about a further 2 V. This term is linear in $j$: at 0.5 µA/cm² it is 0.28 V, as large as the drop in the table, and at lower currents it exceeds the quadratic fall.
- **Nonlocal ionization.** An electron needs roughly 16 V of potential difference to gain the ionization energy. Multiplying that distance, $16\ \mathrm V/E_T$, by $E_c-E_T$ gives a voltage scale of 6 V. Neither size nor sign is fixed by this estimate: evaluating $\alpha$ at the field that distance upstream adds 11 V to the drop, suppressing ionization over the first 16 V removes 3.6 V, and both together add 7.7 V. The effect can thus rival the whole 12.2 V, and being linear in $j$ it exceeds the quadratic fall at 0.5 µA/cm².
- **Ion drift.** Replacing $v_i\propto E$ by $v_i\propto\sqrt E$, with the same speed at $E_T$, changes the drop only from 12.2 to 12.1 V.
- **Ionization data.** The fit for $\alpha$ is usually applied above about 100 V/(cm Torr). At 3 and 4 µA/cm², 8% and 11% of the ionization integral come from lower fields. The drop depends on curvature and so on the fit: with $A=8.8$ /(cm Torr) and $B=275$ V/(cm Torr), a fit used at lower fields, it is 9.4 V instead of 12.2 V, the convexity edge moves to 3.88 Torr cm, and the cathode field passes the inflection. Taking $\gamma=0.001$ or $0.05$ with the original fit gives 5.5 or 16.8 V.

The inequality $V<V_T$ does not by itself prove that voltage falls at every increase of current. The expansion proves the fall near ignition for $b>2$, and the computed voltages decrease through the listed currents. A quantitative account of a developed glow, with its quasineutral region and narrow cathode fall, also needs electron diffusion and nonlocal electron kinetics, which this model leaves out.
